\section*{End Mode of a Diatomic Chain with a Light End Atom}

\section*{Problem}

A semi-infinite chain consists of atoms with masses $M_1, M_2, M_1, M_2,\dots$, with $M_1\neq M_2$ unless stated otherwise. Neighbouring atoms are joined by identical springs of constant $K$, and no other forces act. The atoms move along the chain, with displacements small enough for the motion to be harmonic. The first atom has mass $M_1$ and a free end: a single spring, also of constant $K$, holds it to the second atom.

Group the atoms into cells $j=1,2,\dots$. In cell $j$ the atom of mass $M_1$ has displacement $u_j$ and the atom of mass $M_2$ has displacement $v_j$. In a normal mode all displacements share the time factor $\cos\omega t$, and $u_j$, $v_j$ denote the amplitudes. A mode is called localized if its amplitudes tend to zero deep in the chain. Write $r=M_1/M_2$.

\begin{enumerate}
\item[(a)] Find the frequency bands of the infinite chain and the gap between them.
\item[(b)] Show that in a localized mode the amplitudes change by one and the same factor $\lambda$, with $|\lambda|<1$, from each cell to the next.
\item[(c)] Show that a localized mode exists if and only if the end atom is the light one, that it is then unique, and that
\[
\omega_s^2=K\left(\frac1{M_1}+\frac1{M_2}\right).
\]
Find the ratio of the two amplitudes in a cell.
\item[(d)] Where in the gap does the mode lie? Explain its frequency from the motion of the atoms.
\item[(e)] What fractions of the kinetic energy belong to the end atom and to the end cell? Over what length does the amplitude decay?
\item[(f)] Evaluate the results for the model parameters $K=0.05\,E_h/a_0^2$, $M_1=20000\,m_e$ and $M_2=50000\,m_e$.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Insert waves with a phase $q$ per cell and multiply the two resulting equations.
\item[(b)] The equations of motion give each displacement from the two before it. Write this as a $2\times2$ matrix and find its determinant.
\item[(c)] The end atom lacks a left neighbour. Invent one, with a displacement chosen so that the extra spring exerts no force.
\item[(d)] Look at which springs are stretched, and at the centre of mass of each cell.
\item[(e)] The mean kinetic energy of an atom is proportional to its mass times its squared amplitude. The sum over cells is a geometric series.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Bands and gap}

Newton's law for an atom with two neighbours, with the acceleration replaced by $-\omega^2$ times the displacement, reads
\begin{align}
M_1\omega^2u_j&=K(2u_j-v_{j-1}-v_j),\label{light}\\
M_2\omega^2v_j&=K(2v_j-u_j-u_{j+1}).\label{heavy}
\end{align}
In the infinite chain put $u_j=Ue^{iqj}$ and $v_j=Ve^{iqj}$ with real $q$. Then
\begin{align*}
(2K-M_1\omega^2)U&=K(1+e^{-iq})V,\\
(2K-M_2\omega^2)V&=K(1+e^{iq})U.
\end{align*}
A nonzero solution requires the determinant of this pair to vanish:
\[
(2K-M_1\omega^2)(2K-M_2\omega^2)=K^2(1+e^{-iq})(1+e^{iq})=2K^2(1+\cos q).
\]
Expand the left side and move everything to one side. The constant term is $4K^2-2K^2(1+\cos q)=2K^2(1-\cos q)=4K^2\sin^2(q/2)$, so
\[
M_1M_2\,\omega^4-2K(M_1+M_2)\,\omega^2+4K^2\sin^2\frac q2=0 .
\]
Dividing by $M_1M_2$ and solving the quadratic equation for $\omega^2$ gives
\[
\omega^2=KS\pm K\sqrt{S^2-\frac{4\sin^2(q/2)}{M_1M_2}},\qquad S=\frac1{M_1}+\frac1{M_2}.
\]
As $q$ grows from $0$ to $\pi$ the root shrinks steadily, so each band runs between its values at these two ends. At $q=0$ the root is $S$, and $\omega^2$ is $0$ or $2KS$. At $q=\pi$ the expression under the root is $S^2-4/(M_1M_2)=(1/M_1-1/M_2)^2$, and $\omega^2$ is $2K/M_1$ or $2K/M_2$. For $M_1<M_2$ the acoustic band therefore covers $0\le\omega^2\le 2K/M_2$, the optical band covers $2K/M_1\le\omega^2\le2KS$, and the gap is
\begin{equation}
\frac{2K}{M_2}<\omega^2<\frac{2K}{M_1}.\label{gap}
\end{equation}
For $M_1>M_2$ the two edges exchange roles.

\subsection*{(b) A single decay factor}

Solve \eqref{light} for $v_j$ and \eqref{heavy} for $u_{j+1}$:
\[
v_j=\left(2-\frac{M_1\omega^2}{K}\right)u_j-v_{j-1},\qquad
u_{j+1}=\left(2-\frac{M_2\omega^2}{K}\right)v_j-u_j .
\]
Two successive displacements thus determine the next two. In matrix form,
\[
\begin{pmatrix}v_j\\u_{j+1}\end{pmatrix}=T\begin{pmatrix}v_{j-1}\\u_j\end{pmatrix},\qquad
T=\begin{pmatrix}0&1\\-1&2-\frac{M_2\omega^2}{K}\end{pmatrix}
\begin{pmatrix}0&1\\-1&2-\frac{M_1\omega^2}{K}\end{pmatrix}.
\]
Each factor has determinant $0\cdot(\dots)-1\cdot(-1)=1$, so $\det T=1$ and the eigenvalues of $T$ are $\lambda$ and $1/\lambda$.

If both have modulus one, no nonzero solution decays. For two different eigenvalues the solution is a sum of terms of constant size that do not die out together, and for a double eigenvalue $\pm1$ it keeps its size or grows linearly. A localized mode therefore needs $|\lambda|<1<1/|\lambda|$. Its starting vector can have no part along the growing eigenvector, since that part would eventually dominate. It is an eigenvector for $\lambda$ alone, and
\begin{equation}
\begin{pmatrix}v_{j-1}\\u_j\end{pmatrix}=\lambda^{j-1}\begin{pmatrix}v_0\\u_1\end{pmatrix}.\label{single}
\end{equation}
Here $v_0$ belongs to an atom to the left of the end, which does not exist. Its value has to be chosen so that \eqref{light} holds for $j=1$ as well.

\subsection*{(c) The end condition and the mode}

The end atom feels one spring:
\begin{equation}
M_1\omega^2u_1=K(u_1-v_1).\label{end}
\end{equation}
Equation \eqref{light} with $j=1$ has the right side $K(2u_1-v_0-v_1)$. The two agree if
\[
v_0=u_1 .
\]
The fictitious atom moves together with the end atom, so the spring between them is never stretched and exerts no force. This is the free-end condition in a form that fits \eqref{single}. It also shows that $u_1\neq0$, because $u_1=0$ would make the starting vector, and with it every displacement, vanish.

With $v_0=u_1$, equation \eqref{single} becomes
\begin{equation}
u_j=\lambda^{j-1}u_1,\qquad v_j=\lambda^ju_1 .\label{form}
\end{equation}
Insert this into \eqref{light} and divide by $\lambda^{j-1}u_1$. Since $v_{j-1}=u_j$, one of the two terms $u_j$ cancels:
\begin{equation}
M_1\omega^2=K(2-1-\lambda)=K(1-\lambda).\label{c1}
\end{equation}
Insert it into \eqref{heavy} and divide by the same factor:
\begin{equation}
M_2\omega^2\lambda=K(2\lambda-1-\lambda)=-K(1-\lambda).\label{c2}
\end{equation}
These two conditions are the same for every $j$, so together they are equivalent to the full set of equations of motion. Their sum is
\[
\omega^2(M_1+M_2\lambda)=0 .
\]
One possibility is $\omega=0$. Then \eqref{c1} gives $\lambda=1$, which is the uniform translation of the chain and is not localized. The other is
\begin{equation}
\lambda=-\frac{M_1}{M_2}=-r .\label{lam}
\end{equation}
Equation \eqref{c1} then yields
\begin{equation}
\omega_s^2=\frac{K}{M_1}\left(1+\frac{M_1}{M_2}\right)=K\left(\frac1{M_1}+\frac1{M_2}\right).\label{freq}
\end{equation}
The amplitudes follow from \eqref{form}:
\begin{equation}
u_j=(-r)^{j-1}u_1,\qquad v_j=(-r)^ju_1,\qquad \frac{v_j}{u_j}=-\frac{M_1}{M_2}.\label{amp}
\end{equation}

The requirement $|\lambda|<1$ means $M_1<M_2$. In that case the mode exists, and it is unique because part (b) excludes every other form of decay. If the end atom is the heavy one, \eqref{amp} still solves the equations but grows into the chain, so there is no localized mode. For equal masses $\lambda=-1$: the amplitude is the same everywhere, and $\omega_s^2=2K/M_1$ is the value at which the two band edges have merged.

\subsection*{(d) Position in the gap and physical picture}

The mean of the two squared gap edges in \eqref{gap} is
\[
\frac12\left(\frac{2K}{M_2}+\frac{2K}{M_1}\right)=K\left(\frac1{M_1}+\frac1{M_2}\right)=\omega_s^2 .
\]
The mode lies midway in the gap on the scale of $\omega^2$. On the scale of $\omega$ it lies above the middle, because the square root is a concave function. Its squared frequency is also half that of the top of the optical band, $2KS$.

Two properties of \eqref{amp} explain the frequency. First, $v_j=u_{j+1}$: the heavy atom of one cell and the light atom of the next move together, so the spring between the cells is never stretched. Second,
\[
M_1u_j+M_2v_j=M_1u_j-M_2\frac{M_1}{M_2}u_j=0,
\]
so the centre of mass of each cell is at rest. Every cell vibrates as a free diatomic molecule with spring $K$ and reduced mass $\mu=M_1M_2/(M_1+M_2)$, and $K/\mu$ is the right side of \eqref{freq}. The cells exert no force on each other, yet their amplitudes are not independent. For the connecting spring to stay unstretched, the light atom of each cell must copy the heavy atom of the cell before, and that atom moves less than its light partner by the factor $r$.

For $M_1\ll M_2$ the result tends to $\omega_s^2=K/M_1$. The end atom then vibrates on one spring against a neighbour almost at rest. A light atom inside the chain is held by two springs, which gives $2K/M_1$, the lower edge of the optical band. The missing spring is what pulls the mode out of that band.

\subsection*{(e) Localization}

With $M_2r^2=M_1r$, the contribution of cell $j$ to the sum of mass times squared amplitude is
\[
M_1u_j^2+M_2v_j^2=r^{2(j-1)}u_1^2\,(M_1+M_2r^2)=M_1u_1^2(1+r)\,r^{2(j-1)} .
\]
Summing the geometric series gives
\begin{equation}
\sum_{j=1}^{\infty}\left(M_1u_j^2+M_2v_j^2\right)=M_1u_1^2\,\frac{1+r}{1-r^2}=\frac{M_1u_1^2}{1-r}.\label{norm}
\end{equation}
The end atom contributes $M_1u_1^2$, which is the fraction $1-r$ of the kinetic energy. The end cell contributes $M_1u_1^2(1+r)$, which is the fraction $(1+r)(1-r)=1-r^2$.

The size of the amplitude is $|u_j|=r^{j-1}|u_1|=e^{-(j-1)/\ell}|u_1|$ with
\[
\ell=\frac1{\ln(1/r)}=\frac1{\ln(M_2/M_1)}
\]
in units of the cell length. As $M_1$ approaches $M_2$ from below, $\ell$ diverges while the gap closes, and the mode merges with the bulk vibrations.

\subsection*{(f) Numbers}

The mass ratio is $r=20000/50000=0.4$. In atomic units $\hbar=1$, so $\omega$ is given in $E_h$. Equation \eqref{freq} gives
\[
\omega_s^2=0.05\left(\frac1{20000}+\frac1{50000}\right)E_h^2=3.5\times10^{-6}\,E_h^2,
\]
\[
\omega_s=1.871\times10^{-3}\,E_h,\quad\text{or }410.6\ \mathrm{cm}^{-1}.
\]
The squared gap edges are $2K/M_2=2.0\times10^{-6}\,E_h^2$ and $2K/M_1=5.0\times10^{-6}\,E_h^2$, and their mean is indeed $3.5\times10^{-6}\,E_h^2$. The edges themselves are $1.414\times10^{-3}\,E_h$ and $2.236\times10^{-3}\,E_h$. Their mean, $1.825\times10^{-3}\,E_h$, lies below $\omega_s$, as stated in (d).

For $u_1=1$ the displacements of successive atoms are
\[
1,\;-0.4,\;-0.4,\;0.16,\;0.16,\;-0.064,\;-0.064,\;\dots
\]
The equal pairs are the atoms on either side of an unstretched spring. The end atom has $1-r=60\%$ of the kinetic energy and the end cell $1-r^2=84\%$. The decay length is $1.09$ cells.

The numerical check diagonalizes a chain of 40 cells whose far end is tied to a wall, and finds this frequency and these displacements. For the mass ratios $0.2$, $0.4$, $0.6$ and $0.9$ it finds one gap mode with a light end atom and none with a heavy one.

\section*{Variation 1: a softer end spring}

\emph{The spring between the first two atoms has the constant $K+\delta K$, with $|\delta K|\ll K$. How far does the mode move?}

Let $D$ be the symmetric matrix of force constants and $M$ the diagonal matrix of masses. The original mode $a$ obeys $Da=\omega_s^2Ma$, and the new one obeys $(D+\delta D)b=\omega^2Mb$. Multiply the second equation from the left by $a^{T}$ and use $a^{T}D=\omega_s^2a^{T}M$:
\[
\omega^2-\omega_s^2=\frac{a^{T}\delta D\,b}{a^{T}Mb}\approx\frac{a^{T}\delta D\,a}{a^{T}Ma}.
\]
Replacing $b$ by $a$ is correct to first order in $\delta K$, because $\delta D$ is already of first order. The numerator is twice the added potential energy, $\delta K(u_1-v_1)^2=\delta K(1+r)^2u_1^2$, and the denominator is \eqref{norm}. Hence
\[
\omega^2-\omega_s^2\approx\frac{\delta K}{M_1}(1+r)^2(1-r),\qquad
\frac{\omega^2-\omega_s^2}{\omega_s^2}\approx\frac{\delta K}{K}(1-r^2),
\]
where the second form follows on division by $\omega_s^2=K(1+r)/M_1$. The factor $1-r^2$ is the share of the potential energy stored in the end spring: only the springs inside the cells are stretched, and their energies fall by $r^2$ per cell.

For $\delta K=-0.1K$ and $r=0.4$ the relative change of $\omega^2$ is $-0.1\times0.84=-0.084$. That of $\omega$ is half as large, so $\omega/\omega_s\approx0.958$. Diagonalization gives $0.9565$; the small difference is of higher order in $\delta K$. The mode stays in the gap but leaves its midpoint. Formula \eqref{freq} therefore depends on an unchanged end spring, which a real surface need not provide.

\section*{Variation 2: a chain of finite length}

\emph{The chain has $N$ cells and ends on the right with a heavy atom. What happens to the mode if this atom is free, and what if a spring $K$ ties it to a wall?}

If the atom is free, nothing changes. In the semi-infinite chain the spring to the right of cell $N$ is unstretched, so it can be cut without altering any force. The frequency is $\omega_s$ for every $N$.

With a wall, number the atoms $n=1,\dots,2N$, with masses $m_n$. Let $a_n$ be the mode of the semi-infinite chain and $b_n$ that of the finite one, with $a_0=a_1$ and $b_0=b_1$ at the free end and $b_{2N+1}=0$ at the wall. Multiply the equation of motion for $b_n$ by $a_n$, that for $a_n$ by $b_n$, and subtract:
\[
(\omega^2-\omega_s^2)\,m_na_nb_n=K(W_n-W_{n-1}),\qquad W_n=a_{n+1}b_n-a_nb_{n+1}.
\]
In the sum over $n$ the intermediate terms cancel, and $W_0=a_1b_0-a_0b_1=0$. What remains is
\begin{equation}
(\omega^2-\omega_s^2)\sum_{n=1}^{2N}m_na_nb_n=K\,a_{2N+1}b_{2N}.\label{wall}
\end{equation}

For large $N$ the sum tends to \eqref{norm}, because the two modes differ appreciably only near the wall, where both are small. There, however, $b$ must not be replaced by $a$: it contains a part that grows towards the wall, with the factor $-1/r$ per cell. For this part \eqref{light}, with $2-M_1\omega_s^2/K=1-r$, gives
\[
(1-r)u_j=v_{j-1}+v_j=\left(1-\frac1r\right)v_{j-1}=-\frac{1-r}{r}\,v_{j-1},
\]
so $v_{j-1}=-ru_j$. Take $u_1=1$. At the wall the decaying part is $a_{2N+1}=(-r)^N$, and the growing part must cancel it with $-(-r)^N$. On the last atom the growing part is then $-r$ times this, or $r(-r)^N$, while the decaying part is $a_{2N}=(-r)^N$. Together $b_{2N}=(1+r)(-r)^N$, and \eqref{wall} becomes
\[
\omega^2-\omega_s^2\approx\frac{K}{M_1}(1-r)(1+r)\,r^{2N},\qquad
\frac{\omega^2-\omega_s^2}{\omega_s^2}\approx(1-r)\,r^{2N}.
\]
The wall raises the frequency by an amount that falls exponentially with the length. For $r=0.4$ and $N=8$ the formula gives $0.6\times0.4^{16}=2.58\times10^{-7}$, in agreement with the diagonalization. From six to eight cells the computed shift falls by the factor $0.0256=r^4$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
spring constant K = 0.050 E_h/a_0^2
light mass M1 = 20000 m_e, heavy mass M2 = 50000 m_e
mass ratio r = M1/M2 = 0.400
squared gap edges = 2.0000e-06, 5.0000e-06 E_h^2
squared top of optical band = 7.0000e-06 E_h^2
squared end-mode frequency, formula = 3.500000e-06 E_h^2
squared end-mode frequency, chain   = 3.500000e-06 E_h^2
lower gap edge  = 1.4142e-03 E_h
end mode        = 1.8708e-03 E_h = 410.6 cm^-1
upper gap edge  = 2.2361e-03 E_h
top of optical band = 2.6458e-03 E_h
number of cells in the chain = 40
cell 1: u/u_1 = +1.00000, v/u_1 = -0.40000
cell 2: u/u_1 = -0.40000, v/u_1 = +0.16000
cell 3: u/u_1 = +0.16000, v/u_1 = -0.06400
cell 4: u/u_1 = -0.06400, v/u_1 = +0.02560
kinetic-energy share of end atom = 0.6000
kinetic-energy share of end cell = 0.8400
amplitude decay length = 1.0914 cells
M1/M2 = 0.2: gap modes, light end 1, heavy end 0
M1/M2 = 0.4: gap modes, light end 1, heavy end 0
M1/M2 = 0.6: gap modes, light end 1, heavy end 0
M1/M2 = 0.9: gap modes, light end 1, heavy end 0
4 cells: relative error of squared frequency = 3.932e-04
6 cells: relative error of squared frequency = 1.007e-05
8 cells: relative error of squared frequency = 2.577e-07
error ratio, 8 to 6 cells = 0.02560; r^4 = 0.02560
end mode with end spring 0.9 K = 1.7894e-03 E_h
its frequency relative to equal springs = 0.9565
\end{verbatim}
